# Are carriers created at the impact-ionization threshold at rest?

## Question

I am trying to understand avalanche breakdown in wide-gap power devices. A fast electron in the conduction band lifts an electron out of the valence band, leaving two conduction electrons and a hole. Creating the pair costs the band gap $E_g$. I therefore assumed that an electron with kinetic energy $E_g$ can just do it, and that all three carriers are then left at rest at their band edges, since nothing is left over.

Is that right? If not, what are the threshold and the final kinetic energies when electrons and holes have the same mass? And would the answer matter at the fields found in a gallium nitride device?

## Answer

Your argument balances the energy but not the momentum. The fast electron arrives with momentum, and three carriers at rest have none. With equal masses the threshold is $\tfrac32E_g$, and each of the three carriers keeps $\tfrac16E_g$ of kinetic energy. Here is the derivation, followed by the conditions under which it fails.

### The two conservation laws

I use atomic units in the algebra ($\hbar=1$, free-electron mass $=1$), so that wavevector and crystal momentum are the same number. Take a direct gap, with both band extrema at $\mathbf k=0$, and isotropic parabolic bands of equal mass $m$:

$$E_c(\mathbf k)=\frac{k^2}{2m},\qquad E_v(\mathbf k)=-E_g-\frac{k^2}{2m}.$$

The initiating electron has wavevector $\mathbf k_0$ and kinetic energy $E_0=k_0^2/2m$. It meets a valence electron of wavevector $\mathbf k_v$, and both end in the conduction band with $\mathbf k_1$ and $\mathbf k_2$. No phonon takes part, no reciprocal-lattice vector is exchanged, and the field is ignored during the collision. Then

$$\mathbf k_0+\mathbf k_v=\mathbf k_1+\mathbf k_2,\qquad
\frac{k_0^2}{2m}-E_g-\frac{k_v^2}{2m}=\frac{k_1^2}{2m}+\frac{k_2^2}{2m}.$$

The valence band was full, with total wavevector zero. Removing $\mathbf k_v$ leaves it with $-\mathbf k_v$, which is the wavevector of the hole: $\mathbf k_h=-\mathbf k_v$. Moving the valence terms to the right gives

$$\mathbf k_0=\mathbf k_1+\mathbf k_2+\mathbf k_h,\qquad
E_0=E_g+\frac{k_1^2+k_2^2+k_h^2}{2m}. \tag{1}$$

The hole's kinetic energy is positive, because a valence electron taken from deeper in the band costs more to lift.

Now try your proposal. If $\mathbf k_1=\mathbf k_2=\mathbf k_h=0$, the second equation gives $E_0=E_g$, so $k_0=\sqrt{2mE_g}$. The first equation demands $k_0=0$. The two contradict each other.

### The least energy that works

The question is how little kinetic energy three carriers can have when their wavevectors must add up to $\mathbf k_0$. Write each as an equal share plus a deviation:

$$\mathbf k_i=\tfrac13\mathbf k_0+\mathbf q_i,\qquad \mathbf q_1+\mathbf q_2+\mathbf q_h=0.$$

The deviations add to zero because the three shares already add to $\mathbf k_0$. Squaring and summing,

$$\sum_i k_i^2=3\cdot\frac{k_0^2}{9}+\frac23\,\mathbf k_0\cdot\sum_i\mathbf q_i+\sum_i q_i^2
=\frac{k_0^2}{3}+\sum_i q_i^2 .$$

Divide by $2m$ and insert this in the energy equation:

$$E_0=E_g+\frac{E_0}{3}+\sum_i\frac{q_i^2}{2m}
\quad\Longrightarrow\quad
\sum_i\frac{q_i^2}{2m}=\frac23\left(E_0-\frac32E_g\right). \tag{2}$$

The left side cannot be negative, so $E_0\ge\tfrac32E_g$. The bound is reached when every $\mathbf q_i$ is zero, which satisfies both conservation laws. Hence

$$E_{\rm th}=\frac32E_g,\qquad \mathbf k_1=\mathbf k_2=\mathbf k_h=\frac{\mathbf k_0}{3},$$

and each carrier has

$$\frac{(k_0/3)^2}{2m}=\frac{E_{\rm th}}{9}=\frac{E_g}{6}.$$

The account closes: $E_g+3\times\tfrac16E_g=\tfrac32E_g$.

There is a true statement close to yours: at threshold the carriers are at rest relative to one another. They share the velocity $\mathbf k_0/3m$, one third of the initial velocity. The kinetic energy they keep is the energy of this common motion, which momentum conservation forbids them to spend on the pair.

The same result holds when a fast hole ionizes, since the masses are equal. It also survives an anisotropic mass, provided that all carriers share the same mass tensor. Dividing each wavevector component by the square root of its mass then restores the isotropic problem.

### Just above threshold

At threshold, for a given $\mathbf k_0$, there is one final arrangement. Slightly above it there is a range, which equation (2) fixes. For one chosen carrier, say 1, the other two deviations add to $-\mathbf q_1$. Since $|\mathbf q_2-\mathbf q_h|^2\ge0$, we have $q_2^2+q_h^2\ge\tfrac12|\mathbf q_2+\mathbf q_h|^2=\tfrac12q_1^2$. Therefore $\tfrac32q_1^2\le\sum_iq_i^2$, and

$$\frac{q_1^2}{2m}\le\frac49\,(E_0-E_{\rm th}).$$

Adding $\mathbf q_1$ parallel or antiparallel to $\mathbf k_0/3$ gives the extreme energies of that carrier:

$$T_\pm=\left(\frac{\sqrt{E_0}}{3}\pm\frac23\sqrt{E_0-E_{\rm th}}\right)^2. \tag{3}$$

The lower value holds while the first term is the larger. It reaches zero when $E_0=4(E_0-E_{\rm th})$, that is, at $E_0=\tfrac43E_{\rm th}=2E_g$. So one carrier can be created at rest, but not below twice the gap. Two cannot: the third would carry all of $\mathbf k_0$ and hence the energy $E_0$, leaving nothing to pay for the gap.

Because the final states shrink to a point, "produced exactly at threshold" is a limiting case. For a smooth, finite matrix element, the leading-order rate goes to zero there.

### Unequal masses, and when you would be right

Let the electron and hole masses be $m_e$ and $m_h$, and let $M=2m_e+m_h$. The common motion now means equal velocities, so each carrier's share of the wavevector is proportional to its mass: $\mathbf k_i=(m_i/M)\mathbf k_0+\mathbf q_i$, again with $\sum_i\mathbf q_i=0$. Then

$$\sum_i\frac{k_i^2}{2m_i}=\frac{k_0^2}{2M^2}\sum_i m_i+\frac{\mathbf k_0}{M}\cdot\sum_i\mathbf q_i+\sum_i\frac{q_i^2}{2m_i}
=\frac{k_0^2}{2M}+\sum_i\frac{q_i^2}{2m_i}.$$

Since $k_0^2=2m_eE_0$, the first term is $E_0m_e/M$. At threshold the deviations vanish and $E_0(1-m_e/M)=E_g$. With $M-m_e=m_e+m_h$,

$$E_{\rm th}=E_g\,\frac{2m_e+m_h}{m_e+m_h},\qquad
T_i=\frac{m_i k_0^2}{2M^2}=E_{\rm th}\frac{m_em_i}{M^2}. \tag{4}$$

The three together keep $E_{\rm th}-E_g=E_g\,m_e/(m_e+m_h)$. There are two instructive limits:

- **Very heavy hole**, $m_h\to\infty$. The threshold tends to $E_g$ and all final kinetic energies tend to zero. The hole absorbs the momentum at almost no cost in energy. This is the limit in which your picture is right.
- **Very light hole**, $m_h\to0$. The threshold tends to $2E_g$. The hole takes no share, and each electron keeps $\tfrac12E_g$.

A phonon can also rescue your picture by taking up the momentum. If one of energy $\hbar\omega$ is emitted, all three carriers can be at rest at $E_0=E_g+\hbar\omega$. So can a second conduction band: an electron at $\mathbf k=0$ in a higher band, exactly $E_g$ above the lowest edge, has the energy for the pair without crystal momentum. If it lies higher still, the surplus becomes kinetic energy of carriers whose wavevectors add to zero.

### Numbers at device fields

Take a gap of 3.4 eV, an electron mass of 0.2 free-electron masses and a field of 3 MV/cm. These are rough typical values for gallium nitride, and the field is of the order at which its devices break down. For the moment give the hole the same mass, 0.2, which is not true of gallium nitride.

The threshold is $1.5\times3.4=5.1$ eV (0.187 hartree). Each carrier keeps $3.4/6=0.567$ eV (0.0208 hartree), or 1.7 eV for the three. The initial wavevector $\sqrt{2mE_{\rm th}}$ is 0.517 Å⁻¹, and each final one is a third of that, 0.172 Å⁻¹. An electron with just the gap energy would bring 0.42 Å⁻¹, which three resting carriers could not take over.

The field supplies 0.03 eV per ångström. An electron starting from rest and suffering no collisions therefore needs $5.1/0.03=170$ Å to reach threshold, against 113 Å if the gap energy were enough. In a real device the electron also loses energy to phonons on the way, so it must typically travel further along the field.

The retained motion also affects what follows. Suppose that the first electron was moving along the electric force on it. The two final electrons continue that way and, without collisions, need only $5.1-0.567=4.53$ eV more, or about 151 Å. The hole also starts out in that direction, but the force on it is opposite. It must first travel $0.567/0.03\approx19$ Å while slowing to a stop before it turns round.

At 0.1 eV above threshold, $E_0=5.2$ eV, equation (3) gives $(0.760\pm0.211)^2$, so a single carrier may have anything from 0.30 to 0.94 eV. One sixth of the gap is thus a sharp value at threshold, and it blurs quickly above it. A carrier at rest first becomes possible at 6.8 eV.

### How far real gallium nitride is from this

**Hole mass.** Holes in the uppermost valence band there are much heavier than the electrons at the wavevectors needed here. A light-hole band exists too, but by equation (4) the heavier hole gives the lower threshold. With a rough hole mass of 1.4 and parabolic bands, equation (4) gives $3.4\times1.8/1.6=3.83$ eV. Each electron keeps 0.047 eV and the hole 0.33 eV. Hole masses of 1.0 and 2.0 give 3.97 and 3.71 eV, so for a parabolic electron band the threshold depends only weakly on the mass assumed in this range. The threshold has moved most of the way from $\tfrac32E_g$ towards $E_g$, and the equal sharing is gone.

**Band shape.** At several electronvolts the band is no longer a parabola. A simple correction is $E(1+\alpha E)=k^2/2m$. I take the two-band estimate $\alpha=(1-m)^2/E_g=0.64/3.4=0.188$ eV⁻¹.

Apply it first to both bands with equal masses. With $R=1/2\alpha$, solving the quadratic gives $E(k)+R=\sqrt{R^2+Rk^2/m}$. This is a convex function of $\mathbf k$, so equal sharing still costs least, and the threshold condition is $E(k_0)-3E(k_0/3)=E_g$. Writing $u=Rk_0^2/m$, it becomes

$$\sqrt{9R^2+u}-\sqrt{R^2+u}=2R-E_g\equiv D.$$

The two squares differ by $8R^2$, so the sum of the roots is $8R^2/D$. Half of (sum minus difference) is $\sqrt{R^2+u}=E_{\rm th}+R$. Hence

$$E_{\rm th}=\frac{4R^2}{D}-\frac D2-R=\frac{1}{\alpha(1-\alpha E_g)}-\frac1\alpha+\frac{E_g}{2}
=\frac{E_g}{1-\alpha E_g}+\frac{E_g}{2}.$$

For $\alpha=0$ this returns $\tfrac32E_g$. As $\alpha E_g$ approaches 1 it diverges. At that value and beyond it $D\le0$, while the difference of roots is positive, so this model has no threshold at all: a fast electron has too little energy for its momentum.

With $\alpha E_g=0.64$ the threshold is $3.4\,(1/0.36+0.5)=11.1$ eV, more than twice the parabolic value. The wavevector required is 1.35 Å⁻¹. With rough lattice constants $a=3.2$ Å and $c=5.2$ Å, the Brillouin zone ends at $\pi/c=0.60$ Å⁻¹ along the hexagonal axis and at $2\pi/\sqrt3a=1.13$ Å⁻¹ towards the nearest edge in the plane. Only close to the farthest corners of the zone, at 1.44 Å⁻¹, does so large a wavevector still fit, and there a band expanded about $\mathbf k=0$ has no validity. The formula has left its range, so 11.1 eV is a sign of failure and not a prediction.

**Both together.** Now keep the electron's corrected band but give the hole a parabolic band of mass 1.4. I found this threshold numerically: for each $k_0$, minimize the final energy over the division of wavevector along one line, then find the $k_0$ at which energy balances. The result is 4.2 eV, with 0.10 eV for each electron and 0.65 eV for the hole. Hole masses of 1.0 and 2.0 give 4.6 and 4.0 eV, so the mass now matters more. The initial wavevector, 0.63 Å⁻¹, fits inside the zone in the plane and slightly overshoots it along the axis, but this does not make the model band reliable there. In the local-density band structure of the closely related zinc-blende form, the lowest conduction band lies only about 2.3 to 3 eV above its edge at this wavevector, and along the direction that corresponds to the hexagonal axis it flattens near 2.6 eV, below the gap. So 4.2 eV is a number of the model band only. Real gallium nitride also has further conduction valleys and bands at these energies, and a quantitative threshold needs the full band structure.

The other omissions, again for the equal-mass example, are these:

- **Phonons.** With a rough phonon energy of 0.09 eV, emission allows all three carriers to be at rest at 3.49 eV. The phonon must carry 0.43 Å⁻¹, which lies inside the zone. This lowers the onset by far more than the phonon energy, though the process is of higher order. Absorbing a phonon instead lowers it to 3.31 eV, below the gap; at 450 K the phonon occupation is 0.11, so absorption has about a tenth of the weight of emission.
- **Field during the collision.** A field $F$ blurs energies on the scale where its work over a length $\ell$ equals the confinement energy, $F\ell=1/2m\ell^2$. This gives $(F^2/2m)^{1/3}$, here 0.26 eV. This one-particle estimate is good only to order of magnitude, but it shows that the threshold is not sharp at this field.
- **Temperature.** At 450 K, $k_BT$ is 0.039 eV. If the gap shrinks by a rough 0.5 meV/K, it is 0.075 eV smaller than at 300 K, and the threshold falls by 0.11 eV.
- **Tunnelling across the gap.** Take the decay constant at energy $\varepsilon$ inside the gap from $\kappa^2/2m=\varepsilon(1-\varepsilon/E_g)$. The semiclassical exponent is $(2/F)\int_0^{E_g}\kappa\,d\varepsilon=\pi\sqrt{2m}\,E_g^{3/2}/4F=37.6$. The factor $e^{-37.6}\approx5\times10^{-17}$ multiplies a large prefactor, $F^2/4\pi^3v$ per volume and time with $v^2=E_g/2m$ in the two-band model. The product is about $6\times10^{16}$ pairs per cm³ and second, or roughly $10^{-6}$ A/cm² from a 1 µm layer at this field. That is small beside an avalanche current, but not negligible as leakage or as a source of seed carriers; defects are not included.
- **Occupied final states.** There are $k^3/3\pi^2$ electron states per volume below wavevector $k$. If the distribution is isotropic and does not rise with energy, a density of $10^{17}$ cm⁻³ fills less than 0.06% of the states at 0.567 eV, so blocking is negligible.

One sixth of the gap therefore belongs to equal-mass, direct, parabolic bands. It should not be used as a design value for gallium nitride, where the hole mass and the band shape change it strongly. The argument from momentum carries over to other materials whose band edges both lie at $\mathbf k=0$: if an electron arrives with crystal momentum and neither a phonon nor the lattice takes it up, the three carriers must share it, and with finite masses that costs energy beyond the gap. Where the conduction minima lie away from $\mathbf k=0$, carriers at rest at their band edges can have a non-zero total crystal momentum. If the bands happen to fit, the threshold can then come down to the gap itself.

Numbers in the example were calculated in double precision.
